\section*{Bound-to-free exciton ratio as a dopant gauge in silicon, part 2}

In cold boron-doped silicon, neutral dopants of density $N$ capture free excitons. The ratio $R=I_b/I_f$ of the bound-exciton line to the free-exciton line measures $N$ in weak light, but is distorted when the dopants fill. The model assumes a steady state, uniform densities, immobile bound excitons and at most one exciton per dopant.

The free and bound exciton densities are $n$ and $b$, with lifetimes $\tau_f$ (capture excluded) and $\tau_b$ (thermal release excluded). Generation per unit volume is $G$, the capture coefficient $C$, the thermal release rate $e$, $\Gamma=1/\tau_b+e$ and $n_s=\Gamma/C$. With $I_b=w_bb$, $I_f=w_fn$, $\rho=w_b/w_f$ and $A=\rho/n_s$, one has $R=A(N-b)$. The weak calibration reports $N_{\mathrm{app}}=R/A=N(1-\theta)$, where
\begin{equation}
\theta=\frac bN=\frac n{n+n_s},\qquad
R=\frac{\rho N}{n+n_s}.
\label{eq:filling}
\end{equation}
Balancing generation and decay gives
\begin{equation}
n^2+\left[n_s+\tau_f\left(\frac N{\tau_b}-G\right)\right]n
-\tau_fGn_s=0.
\label{eq:quadratic}
\end{equation}
Release obeys
\begin{equation}
K=N_q\frac{g_Fg_A}{g_B}e^{-E_b/k_BT},\qquad e=CK.
\label{eq:release}
\end{equation}
Here $E_b$ is the binding energy, $N_q\propto T^{3/2}$ the thermal density of translational states, and $g_F$, $g_A$, $g_B$ the degeneracies of free exciton, neutral acceptor and bound exciton.

The example has $T=4.2\,\mathrm K$, $E_b=4\,\mathrm{meV}$, $C=10^{-7}\,\mathrm{cm^3/s}$, $\tau_f=10\,\mu\mathrm s$, $\tau_b=1\,\mu\mathrm s$, $\rho=1$, $n_s=1.048\times10^{13}\,\mathrm{cm^{-3}}$ and $A=9.55\times10^{-14}\,\mathrm{cm^3}$. Weak and strong light mean $G=10^{17}$ and $10^{20}\,\mathrm{cm^{-3}\,s^{-1}}$. The formulas were checked by integrating the rate equations in time from darkness. Under strong light the three samples give:

\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $\theta$ & $R$ & $N_{\mathrm{app}}$ (cm$^{-3}$)\\
$10^{13}$ & 0.989 & 0.0110 & $1.15\times10^{11}$\\
$10^{14}$ & 0.903 & 0.928 & $9.7\times10^{12}$\\
$10^{15}$ & 0.100 & 85.9 & $9.0\times10^{14}$
\end{tabular}
\end{center}

The second dopant in the numerical output was added to the $N=10^{14}\,\mathrm{cm^{-3}}$ sample in weak light, with the same $C$ and no thermal release.

\subsection{How the ratio responds to its inputs}

The distortion can be expressed as logarithmic slopes. Let $f$ be the share of all excitons that decay on the dopants:
\begin{equation}
f=\frac b{\tau_bG}=\frac{N\theta}{\tau_bG},\qquad
1-f=\frac n{\tau_fG}.
\end{equation}
Vary $N$, $G$ and $\tau_f$, with $C$, $\tau_b$, $e$ and $\rho$ fixed. Since $1-\theta=n_s/(n+n_s)$,
\begin{equation}
d\ln(1-\theta)=-\frac{dn}{n+n_s}=-\theta\,d\ln n,
\end{equation}
and
\begin{equation}
d\ln\theta=d\ln n-\frac{dn}{n+n_s}=(1-\theta)\,d\ln n.
\end{equation}
The differential of $G=n/\tau_f+N\theta/\tau_b$, divided by $G$, is
\begin{align}
d\ln G={}&(1-f)(d\ln n-d\ln\tau_f)\nonumber\\
&+f\left[d\ln N+(1-\theta)d\ln n\right].
\end{align}
The coefficient of $d\ln n$ is $(1-f)+f(1-\theta)=1-\theta f$. Hence
\begin{equation}
d\ln n=\frac{d\ln G+(1-f)d\ln\tau_f-f\,d\ln N}{1-\theta f}.
\end{equation}
More dopants lower the free density, which is why the last term is negative. Because $R=AN(1-\theta)$, one has $d\ln R=d\ln N-\theta\,d\ln n$. The coefficient of $d\ln N$ is
\begin{equation}
1+\frac{\theta f}{1-\theta f}=\frac1{1-\theta f},
\end{equation}
and the three slopes are
\begin{align}
\frac{\partial\ln R}{\partial\ln N}&=\frac1{1-\theta f},
\label{eq:slopeN}\\
\frac{\partial\ln R}{\partial\ln G}&=-\frac\theta{1-\theta f},
\label{eq:slopeG}\\
\frac{\partial\ln R}{\partial\ln\tau_f}
&=-\frac{\theta(1-f)}{1-\theta f}.
\label{eq:slopeTau}
\end{align}

At weak excitation $\theta\to0$, and the slopes tend to $1$, $0$ and $0$. This is the full meaning of a calibration: proportional to $N$, and indifferent to the light and to the free lifetime. Far in saturation, with $n\gg n_s$ and $G\gg N/\tau_b$, one has $\theta\to1$ and $f\to0$, and they tend to $1$, $-1$ and $-1$. Proportionality to $N$ has returned, but the factor in front now depends on $G$ and $\tau_f$. Full dopants alone are not enough for this limit: in the example with $N=10^{15}\,\mathrm{cm^{-3}}$ and $G=2N/\tau_b$, $\theta=0.999$ but $f=0.50$, and the slopes are $2.0$, $-2.0$ and $-1.0$.

Between these limits the slope in $N$ exceeds one. It is large when $\theta$ and $f$ are both near one, that is, when the dopants are nearly full and still carry most of the decay. An added dopant then acts twice: it offers a new empty site, and it lowers the free density, which empties some of the others.

For $N=10^{14}\,\mathrm{cm^{-3}}$ under strong light, $N/(\tau_bG)=1$, so $f=\theta=0.903$ and $1-\theta f=0.185$. The slopes in $N$, $G$ and $\tau_f$ are $5.40$, $-4.88$ and $-0.47$. A one per cent rise in the light lowers the ratio by nearly five per cent. For $N=10^{13}\,\mathrm{cm^{-3}}$ they are $1.11$, $-1.10$ and $-0.99$, close to the saturated limit. All these slopes were obtained by changing each input by $\pm0.2\%$ in the time integration, and they agree with the formulas within $0.2\%$.

Equation~(\ref{eq:slopeG}) also gives a practical criterion. Since $0<1-\theta f\le1$,
\begin{equation}
\left|\frac{\partial\ln R}{\partial\ln G}\right|\ge\theta.
\end{equation}
Within this model, with uniform density and constant temperature, the magnitude of the slope of the ratio against light intensity is an upper bound on the filling, and so on the fractional error of $N_{\mathrm{app}}$. The bound can fail when the density varies with depth. For the exponential profile treated below, with a front density $9.28\,n_s$ proportional to the light, the magnitude of the slope is $0.61$ while the deficit in $N_{\mathrm{app}}$ is $0.75$.

\subsection{The saturated limit}

When $n\gg n_s$ and few dopants are empty, $b$ may be replaced by $N$ in the balance of generation and decay:
\begin{equation}
n\simeq\tau_f\left(G-\frac N{\tau_b}\right),\qquad
R\simeq\frac{\rho N}{\tau_f(G-N/\tau_b)}.
\label{eq:saturated}
\end{equation}
This requires $G>N/\tau_b$: the light must supply more excitons than the full dopants can remove. To find how large the surplus must be, write the balance without approximation as
\begin{equation}
n=\tau_f\left(G-\frac N{\tau_b}\right)
+\frac{\tau_f}{\tau_b}\frac{Nn_s}{n+n_s}.
\end{equation}
The last term must be small compared with $n$. It is not small for $N=10^{14}\,\mathrm{cm^{-3}}$ in the example, where the first term vanishes and the last one is the whole of $n$.

For $N=10^{13}\,\mathrm{cm^{-3}}$ the surplus is $9\times10^{19}\,\mathrm{cm^{-3}\,s^{-1}}$. Then $n\simeq9\times10^{14}\,\mathrm{cm^{-3}}$ and $R\simeq10^{13}/(9\times10^{14})=0.0111$, about one per cent above the full result. The capture coefficient has dropped out of Eq.~(\ref{eq:saturated}), since faster capture cannot fill a dopant that is already full. The free lifetime has taken its place, and it can differ between samples of equal $N$.

\subsection{Recovering the concentration}

The reciprocal of the ratio is linear in the free density:
\begin{equation}
\frac1R=\frac{n_s}{\rho N}+\frac n{\rho N}
=\frac1{AN}+\frac{I_f}{w_bN}.
\label{eq:intercept}
\end{equation}
The last step uses $n=I_f/w_f$ and $\rho w_f=w_b$. A plot of $1/R$ against the free-line intensity, taken at several light levels, extrapolates at $I_f=0$ to the weak value $1/(AN)$. No absolute measurement of $n$ is needed, because a constant factor in $I_f$ does not move the intercept.

Take $N=10^{14}\,\mathrm{cm^{-3}}$ at $G=3\times10^{19}$ and $10^{20}\,\mathrm{cm^{-3}\,s^{-1}}$. Equation~(\ref{eq:quadratic}) gives $n=4.40\times10^{12}$ and $9.72\times10^{13}\,\mathrm{cm^{-3}}$, and the reciprocal ratios are $0.1487$ and $1.0772$. The intercept is
\begin{equation}
0.1487-4.40\times10^{12}\,
\frac{1.0772-0.1487}{(97.2-4.4)\times10^{12}}
\simeq0.1047.
\end{equation}
Division of its reciprocal by $A=9.55\times10^{-14}\,\mathrm{cm^3}$ returns $N=1.00\times10^{14}\,\mathrm{cm^{-3}}$. The straight line requires uniform density, constant temperature and single occupation. The next two generalizations bend it, so a real extrapolation should use light weak enough for the curvature to be negligible. With a second exciton allowed on each dopant, as below, the same two generation rates return $1.27$ times the true $N$.

\subsection{A density that falls with depth}

Let the free density fall as $n(z)=n_0e^{-z/L}$, with $N$ uniform and light collected equally from all depths. Bound excitons do not move, so the local filling law holds at each depth. With $x=n_0/n_s$,
\begin{equation}
R=\rho\,\frac{\int_0^\infty b\,dz}{\int_0^\infty n\,dz}
=\frac{\rho N}{n_0L}\int_0^\infty
\frac{xe^{-z/L}}{1+xe^{-z/L}}\,dz.
\end{equation}
Substitute $s=xe^{-z/L}$, so that $dz=-L\,ds/s$ and the limits become $x$ and $0$:
\begin{equation}
R=\frac{\rho N}{n_0}\int_0^x\frac{ds}{1+s}
=AN\,\frac{\ln(1+x)}x.
\end{equation}
For small $x$ the last factor is $1-x/2$, against $1-x$ for a uniform gas at the front density. As $x\to0$ the weak calibration returns. This holds for any profile, because $b=(C/\Gamma)Nn$ at every depth and the integral of $n$ cancels.

At $x=9.28$, the value for $N=10^{14}\,\mathrm{cm^{-3}}$ under strong light, the factor is $0.251$ instead of $0.097$. The deep, thinly populated region still has empty dopants. The exponential is an assumed shape, since filling also alters the transport that creates the profile.

\subsection{A second exciton on the same dopant}

Excitons can also attach to a dopant that already holds one. Let $N_0$, $N_1$ and $N_2$ be the densities of dopants with zero, one and two excitons. Assume the same $C$ for the second capture, no thermal release from the double complex, and loss of one of its two excitons at the rate $2/\tau_b$. In the steady state the traffic balances across each step:
\begin{equation}
CnN_0=\Gamma N_1,\qquad CnN_1=\frac{2N_2}{\tau_b}.
\end{equation}
With $x=n/n_s$ and $y=Cn\tau_b/2$, this gives $N_1=xN_0$ and $N_2=xyN_0$. Since the three densities add up to $N$,
\begin{equation}
N_0=\frac N{1+x+xy}.
\end{equation}
If the double complex emits outside the observed line, then $R=\rho N_1/n=AN_0$. The ratio still counts empty dopants, but at a given free density there are fewer of them. At $n=9.72\times10^{13}\,\mathrm{cm^{-3}}$, held fixed, $x=9.28$ and $y=4.86$. The empty share falls from $0.097$ to $0.018$. At fixed generation the result can go the other way, because the double complexes add a path of decay and drain the gas. With $G=10^{20}\,\mathrm{cm^{-3}\,s^{-1}}$ and $N=10^{14}\,\mathrm{cm^{-3}}$, the free density drops to $1.41\times10^{13}\,\mathrm{cm^{-3}}$ and the empty share rises to $0.303$. At weak excitation the new term is of second order in $n$ and leaves the calibration unchanged.

\subsection{The real case}

The example lies in the regime of boron-doped silicon at liquid-helium temperature. Its lifetimes, masses and binding energy are rough values, while $C$ and $\rho$ are round assumptions. The value of $A$ is therefore no substitute for calibration with samples of known concentration. If the excitons fill a depth of $100\,\mu\mathrm m$ and each absorbed photon yields one free exciton, the weak and strong generation rates correspond to $0.37$ and $373\,\mathrm{mW/cm^2}$ of absorbed light at $532\,\mathrm{nm}$. A five per cent deficit in $N_{\mathrm{app}}$ is reached at $2.1$, $19$ and $187\,\mathrm{mW/cm^2}$ for the three samples, in order of rising $N$. These limits apply to the assumed lifetimes and to a depth that is the same for all three samples. If the light is absorbed near the surface and the excitons spread by diffusion, capture makes the depth smaller in the more heavily doped samples. With an assumed diffusion coefficient of $100\,\mathrm{cm^2/s}$ and no loss at the surface, the decay depths at weak excitation are about $97$, $32$ and $10\,\mu\mathrm m$, and the limits become about $4$, $13$ and $39\,\mathrm{mW/cm^2}$. Real samples break the assumption of uniform density, and this matters under strong light: at the front density of the strong case above, $R/(AN)$ moves from $0.097$ to $0.251$ for the assumed exponential profile, and to $0.216$ for the profile set by diffusion and capture at $N=10^{14}\,\mathrm{cm^{-3}}$.

Temperature affects even the weak calibration. With $C$ held constant, Eq.~(\ref{eq:release}) lowers $A$ to $0.77$ of its $4.2\,\mathrm K$ value at $5\,\mathrm K$, and to about $0.01$ at $10\,\mathrm K$. A reference sample and an unknown one must therefore be compared at the same temperature.

Dense exciton gas in silicon can also condense into electron-hole drops. A drop of radius $r$, pair density $n_d$ and lifetime $\tau_d$ loses $(4\pi r^3/3)n_d/\tau_d$ pairs per unit time. A gas of mean speed $v$ delivers at most $4\pi r^2\times nv/4$. The drop can be maintained only if
\begin{equation}
n\ge\frac{4rn_d}{3v\tau_d}.
\end{equation}
Take $r=10\,\mathrm{nm}$ and the rough values $n_d=3\times10^{18}\,\mathrm{cm^{-3}}$, $\tau_d=150\,\mathrm{ns}$ and $v=1.56\times10^6\,\mathrm{cm/s}$. The bound is $1.7\times10^{13}\,\mathrm{cm^{-3}}$. Such a drop holds only about thirteen pairs, so this is an estimate of scale. The two lightly doped samples exceed it under strong light; the third, with $n=1.2\times10^{12}\,\mathrm{cm^{-3}}$, does not. The bound is proportional to $r$: for $r=100\,\mathrm{nm}$ it is $1.7\times10^{14}\,\mathrm{cm^{-3}}$, which only the most lightly doped sample exceeds. For the first two, the table isolates the effect of dopant filling and does not predict a full spectrum. Drops that merely drain the gas leave the local law $R=A(N-b)$ intact, but they change the relation between $G$ and $n$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 4.2 K, kT: 0.362 meV
capture coefficient: 1.0e-07 cm^3/s
lifetimes free, bound: 10, 1 us
binding energy: 4.0 meV; rho: 1.0
masses t, l, hole: 0.19, 0.92, 0.3 m_e
translational density: 1.125e+16 cm^-3
mass-action density K: 4.757e+11 cm^-3
release rate: 4.757e+04 s^-1
total emptying rate Gamma: 1.0476e+06 s^-1
saturation density n_s: 1.0476e+13 cm^-3
weak calibration R/N: 9.5459e-14 cm^3
depth: 100 um, light: 532 nm
G = 1e+17 cm^-3 s^-1, absorbed 0.373 mW/cm^2
 N=1e+13: n=9.561e+10 cm^-3, b/N=0.0090
  R=0.946, apparent N=9.910e+12 cm^-3
 N=1e+14: n=1.038e+10 cm^-3, b/N=0.0010
  R=9.536, apparent N=9.990e+13 cm^-3
 N=1e+15: n=1.047e+09 cm^-3, b/N=0.0001
  R=95.45, apparent N=9.999e+14 cm^-3
G = 1e+20 cm^-3 s^-1, absorbed 373 mW/cm^2
 N=1e+13: n=9.011e+14 cm^-3, b/N=0.9885
  R=0.01097, apparent N=1.149e+11 cm^-3
 N=1e+14: n=9.725e+13 cm^-3, b/N=0.9028
  R=0.9283, apparent N=9.725e+12 cm^-3
 N=1e+15: n=1.162e+12 cm^-3, b/N=0.0999
  R=85.92, apparent N=9.001e+14 cm^-3
saturated-limit R, N=1e13, strong: 0.01111
5% error, N=1e+13: G=5.551e+17 cm^-3 s^-1, 2.07 mW/cm^2
5% error, N=1e+14: G=5.055e+18 cm^-3 s^-1, 18.9 mW/cm^2
5% error, N=1e+15: G=5.006e+19 cm^-3 s^-1, 187 mW/cm^2
log slopes of R in N, G, tau_f:
 G=1e+17, N=1e+14: 1.0010, -0.0010, -0.0000
 G=1e+20, N=1e+14: 5.4043, -4.8787, -0.4744
 G=1e+20, N=1e+13: 1.1083, -1.0956, -0.9873
second dopant: 1e+15 cm^-3, bound lifetime 0.3 us
 free line falls to 0.0879 of its value
 bound line falls to 0.0880 of its value
 ratio changes by factor 1.00090
extrapolation from G=3e+19 and 1e+20 cm^-3 s^-1:
 1/R: 0.14872, 1.07722; intercept 0.10476
 recovered N: 1.0000e+14 cm^-3
calibration at 5 K / at 4.2 K: 0.7691
calibration at 10 K / at 4.2 K: 0.0098
R/R_weak, front n/n_s=1.000: profile 0.6931, uniform 0.5000
R/R_weak, front n/n_s=9.283: profile 0.2510, uniform 0.0972
empty share, N=1e14 strong: one exciton 0.0972, two allowed 0.0180
thermal speed: 1.562e+06 cm/s, capture area: 6.40e-14 cm^2
drop: radius 10 nm, 3e+18 cm^-3, 150 ns, 8 meV
 n to feed drop: 1.71e+13, vapour n: 1.4e+08 cm^-3
release rate with averaged mass: factor 1.160
largest n / thermal state density: 1.67e-03
dopant spacing at 1e15 cm^-3: 100 nm
\end{verbatim}
